# The Trap-Free Mott–Gurney Law: Proof, Assumptions and Limits, part 1

(Sections cited here and not found follow in the second part.)

## First half: the law and its proof

A current–voltage curve has been measured on an insulating layer between two electrodes, and a carrier mobility is wanted from it. The decision is whether the slope of current density $J$ against squared voltage $V^2$ may be converted into a mobility by

$$\mu=\frac{8L^3}{9\varepsilon}\,\frac{J}{V^2},$$

where $L$ is the layer thickness and $\varepsilon$ its permittivity. The conversion is sound if the current is limited by the charge of free carriers of one sign, which drift with a constant mobility through a layer without traps or dopants. If the contact, traps or dopants control the current, the same arithmetic returns a number that is not the mobility. A similar decision arises in a device simulation that neglects diffusion: may the field at the injecting electrode be set to zero? Both answers rest on the theorem below and on its assumptions.

### Setting and assumptions

The layer is planar and fills $0<x<L$. Its lateral size is much larger than $L$, so all quantities depend on $x$ alone. Holes enter at $x=0$, the injecting contact, and leave at $x=L$, the collector. The electric field $E$ and the current density $J$ are counted positive towards $+x$. With electrostatic potential $\phi$ and $E=-d\phi/dx$, the voltage is

$$V=\phi(0)-\phi(L)=\int_0^L E\,dx>0 .$$

The assumptions are these.

- **A1, steady state.** Nothing depends on time.
- **A2, unipolar.** Holes are the only mobile carriers. Their charge density is $\rho\ge 0$.
- **A3, trap-free and undoped.** There is no other charge in the layer.
- **A4, drift only.** Diffusion is neglected, so $J=\rho\mu E$.
- **A5, constant coefficients.** $\mu$ and $\varepsilon$ depend neither on position nor on field nor on carrier density.
- **A6, ohmic contact.** The injecting contact supplies any current the layer can carry. In the drift model this means $E(0)=0$, as shown after the theorem.

The voltage $V$ is the one that drops across the layer. Any built-in voltage from unequal electrodes, and any drop in the leads, must be subtracted from the applied voltage first.

### Two lemmas

**Lemma 1 (uniform current).** Under A1, $J$ has the same value at every $x$.

*Proof.* Conservation of charge reads $\partial\rho/\partial t+\partial J/\partial x=0$. In a steady state the first term vanishes, hence $dJ/dx=0$. $\square$

**Lemma 2 (first integral).** Under A1–A5, with $J>0$ and $E_0=E(0)\ge 0$,

$$E(x)^2=E_0^2+\frac{2J}{\varepsilon\mu}\,x. \tag{1}$$

*Proof.* By A2 and A3, Gauss's law contains the hole charge alone:

$$\varepsilon\frac{dE}{dx}=\rho .$$

By A4, $\rho=J/(\mu E)$ wherever $E\neq0$. Insert this and multiply by $E/\varepsilon$:

$$E\frac{dE}{dx}=\frac{J}{\varepsilon\mu}.$$

The left side is $\tfrac12\,d(E^2)/dx$, because $d(E^2)/dx=2E\,dE/dx$. The right side is constant, by Lemma 1 and A5. Integration from $0$ to $x$ gives $\tfrac12(E^2-E_0^2)=Jx/(\varepsilon\mu)$, which is (1). $\square$

A negative $E_0$ is excluded in the drift model: with $\rho\ge0$, a negative field would carry holes back into the contact, against the assumed $J>0$. For the same reason the positive square root of (1) is the right one throughout the layer.

### The theorem

**Theorem (Mott–Gurney law).** Under A1–A6, a voltage $V>0$ drives the current density

$$\boxed{J=\frac{9}{8}\,\frac{\varepsilon\mu V^2}{L^3}} \tag{2}$$

*Proof.* Set $E_0=0$ in (1) and take the positive root:

$$E(x)=\sqrt{\frac{2J}{\varepsilon\mu}}\;x^{1/2}.$$

The voltage is the integral of this field. Since $\int_0^L x^{1/2}dx=\tfrac23L^{3/2}$,

$$V=\frac23\sqrt{\frac{2J}{\varepsilon\mu}}\;L^{3/2}.$$

Both sides are positive, so squaring loses nothing:

$$V^2=\frac49\cdot\frac{2J}{\varepsilon\mu}\,L^3=\frac{8}{9}\,\frac{JL^3}{\varepsilon\mu}.$$

Solving for $J$ gives (2). $\square$

**Remark (what is fixed by dimensions).** Suppose $J$ depends on $\varepsilon$, $\mu$, $V$ and $L$ alone and is a product of their powers. In units of ampere, volt, metre and second, $\varepsilon$ is measured in $\mathrm{A\,s\,V^{-1}m^{-1}}$ and $\mu$ in $\mathrm{m^2V^{-1}s^{-1}}$. The ampere occurs in $\varepsilon$ alone, so $\varepsilon$ enters to the first power. The second must cancel, so $\mu$ enters to the first power too. Their product carries $\mathrm{V^{-2}}$, which requires $V^2$, and one factor of metre, which requires $L^{-3}$ to reach $\mathrm{A\,m^{-2}}$. The proof is needed for the factor $9/8$ and for knowing that no further quantity enters.

**Remark (comparison with a resistor).** In a resistor the carriers are present beforehand, and the voltage sets their speed. Here the voltage sets both the amount of charge, which scales as $\varepsilon V/L$, and its speed, which scales as $\mu V/L$. Dividing the charge per area by the transit time, which scales as $L^2/(\mu V)$, gives $V^2/L^3$. At fixed thickness, doubling $V$ multiplies $J$ by 4. At fixed voltage, doubling $L$ divides $J$ by 8. A relative error in $L$ therefore enters an extracted mobility three times over, to first order.

**Remark (electrons).** If electrons are injected at $x=0$, then $\rho$, $E$ and $J$ are all negative. Write $\rho=-n$, $E=-F$, $J=-I$ with positive $n$, $F$, $I$. Gauss's law becomes $\varepsilon\,dF/dx=n$ and the drift law $I=n\mu F$. These are the equations already solved, so (2) holds for the magnitudes.

### Why an ohmic contact means zero field

Suppose the contact offers holes at a finite charge density $\rho_c$. The drift law at $x=0$ then reads $J=\rho_c\mu E_0$, so

$$E_0=\frac{J}{\mu\rho_c}. \tag{3}$$

If the supply is unlimited, $\rho_c\to\infty$ at finite $J$, and $E_0\to0$. That is the content of A6.

The mechanism can be followed sheet by sheet. Let thin sheets of holes, each of charge $\sigma$ per area, stand at positions $x_i$. By Gauss's law the field rises by $\sigma/\varepsilon$ across each sheet. A sheet at $x_i$ thus adds $(\sigma/\varepsilon)(L-x_i)$ to the voltage, and

$$V=E_0L+\frac{\sigma}{\varepsilon}\sum_i(L-x_i)
\quad\Longrightarrow\quad
E_0=\frac VL-\frac{\sigma}{\varepsilon}\sum_i\left(1-\frac{x_i}{L}\right). \tag{4}$$

At fixed $V$, every sheet inside the layer lowers the field at the contact. While $E_0$ is positive, it draws in further holes, and these reduce it. The process stops when the contact field is used up. As the sheets move away and leave, $E_0$ tends to rise again and admits replacements.

**Lemma 3 (a residual contact field costs current).** Under A1–A5 and at fixed $V$, the current density falls as $E_0$ rises from $0$ to $V/L$, and it vanishes at $E_0=V/L$.

*Proof.* Equation (1) gives

$$V(J,E_0)=\int_0^L\sqrt{E_0^2+\frac{2Jx}{\varepsilon\mu}}\;dx .$$

The integrand increases with $J$ and with $E_0$, and so does the integral. If $E_0$ is raised at fixed $V$, $J$ must fall to compensate. For $E_0=V/L$ the choice $J=0$ already gives the whole voltage. $\square$

The law (2) is thus the largest current the drift model allows in a trap-free, undoped layer. How sharply the current depends on $E_0$ follows from an expansion. Define the scaled quantities $j=JL^3/(\varepsilon\mu V^2)$ and $f_0=E_0L/V$. Carrying out the integral gives

$$1=\frac{(f_0^2+2j)^{3/2}-f_0^3}{3j}.$$

For small $f_0$, keep terms up to $f_0^2$ and write $s=\sqrt{2j}$. Then $(f_0^2+s^2)^{3/2}\approx s^3+\tfrac32 s f_0^2$, while $3j=\tfrac32s^2$, so

$$1\approx\frac23 s+\frac{f_0^2}{s}.$$

At $f_0=0$ this gives $s=\tfrac32$. The correction is found by putting $s=\tfrac32$ in the small term: $s\approx\tfrac32-f_0^2$. Hence $j=\tfrac12s^2\approx\tfrac98-\tfrac32f_0^2$, and relative to (2)

$$\frac{J}{J_{\rm MG}}\approx1-\frac43\left(\frac{E_0L}{V}\right)^2. \tag{5}$$

Here $J_{\rm MG}$ denotes the right side of (2). The correction is of second order. A contact field of one tenth of $V/L$ should cost about 1.3 per cent of the current, and numerical integration of the steady equation gives a ratio of 0.987. For one half of $V/L$ the expansion is too coarse, and the integration gives 0.72. A contact need not be perfect for the law to hold well, but a contact that keeps a field comparable with $V/L$ spoils it.

### Profiles and transit time

**Corollary 1.** Under the assumptions of the theorem,

$$E(x)=\frac{3V}{2L}\sqrt{\frac xL},\qquad
\rho(x)=\frac{3\varepsilon V}{4L^2}\sqrt{\frac Lx}. \tag{6}$$

*Proof.* From (2), $2J/(\varepsilon\mu)=9V^2/(4L^3)$. Its square root is $3V/(2L^{3/2})$, and multiplication by $x^{1/2}$ gives the field. Differentiation gives $\rho=\varepsilon\,dE/dx=\varepsilon\,(3V/2L)\cdot 1/(2\sqrt{xL})$, which is the stated density. As a check of factors, $\rho\mu E=\tfrac34\cdot\tfrac32\,\varepsilon\mu V^2/L^3$, with $\tfrac34\cdot\tfrac32=\tfrac98$. $\square$

The field at the collector is $3V/(2L)$, half as large again as the mean field. In the drift model, this is the value to compare with a breakdown field. With diffusion and dense contacts, the field in the last part of the layer can exceed this value, most strongly right next to the collector. The charge per area between the contact and $x$ is $\varepsilon E(x)$, which grows as $\sqrt{x/L}$. Half of the charge therefore sits in the first quarter of the layer.

**Corollary 2.** The stored charge per area $Q$ and the transit time $t$ of a hole are

$$Q=\frac{3\varepsilon V}{2L},\qquad t=\frac{4L^2}{3\mu V},\qquad J=\frac Qt. \tag{7}$$

*Proof.* Gauss's law with $E(0)=0$ gives $Q=\varepsilon E(L)$. A hole moves at speed $\mu E$, so

$$t=\int_0^L\frac{dx}{\mu E}=\frac{2L^{3/2}}{3\mu V}\int_0^L x^{-1/2}dx=\frac{2L^{3/2}}{3\mu V}\cdot2L^{1/2}=\frac{4L^2}{3\mu V}.$$

The quotient is $Q/t=\tfrac32\cdot\tfrac34\,\varepsilon\mu V^2/L^3$, again (2). $\square$

The factor $9/8$ thus has two parts. The layer holds $3/2$ times the charge $\varepsilon V/L$ of a plane capacitor. The transit takes $4/3$ times as long as in a uniform field, because the holes start slowly.

### Where the drift picture must fail

The density in (6) diverges at $x=0$. Its integral is finite, so the voltage and the current come out finite, but a steep density profile is just where diffusion matters. The diffusion current of holes is $-\mu V_T\,d\rho/dx$, where $V_T=kT/q$, $k$ is Boltzmann's constant, $T$ the temperature and $q$ the elementary charge. This uses the Einstein relation, valid when the carriers are not degenerate. Since $\rho\propto x^{-1/2}$, one has $-d\rho/dx=\rho/(2x)$, and

$$\frac{\text{diffusion}}{\text{drift}}=\frac{V_T}{2xE(x)}=\frac{V_T}{3V}\left(\frac Lx\right)^{3/2}. \tag{8}$$

The ratio reaches one at $x_d=L\,(V_T/3V)^{2/3}$. Closer to the contact, the solution (6) contradicts the neglect of diffusion. The fraction $x_d/L$ shrinks with voltage, but slowly, as $V^{-2/3}$. The law is therefore a drift limit, approached at voltages far above $kT/q$. The second half determines how large the error is.

## Second half: a worked diode and the limits of the law

The symbols carried over are the thickness $L$, permittivity $\varepsilon$, mobility $\mu$, voltage $V$ across the layer, hole charge density $\rho$, field $E$ and thermal voltage $V_T=kT/q$. Holes enter at $x=0$ and leave at $x=L$. For one carrier type, drift alone, no fixed charge, constant $\mu$ and $E(0)=0$, the first half proved

$$J_{\rm MG}=\frac98\frac{\varepsilon\mu V^2}{L^3},\quad E=\frac{3V}{2L}\sqrt{\frac xL},\quad Q=\frac{3\varepsilon V}{2L},\quad t=\frac{4L^2}{3\mu V}.$$

### Worked example

Take a hole-only diode with relative permittivity 3, $\mu=10^{-4}$ cm²/Vs, $L=200$ nm, $V=5$ V and $T=300$ K. In SI units $\varepsilon=3\times8.854\times10^{-12}=2.656\times10^{-11}$ F/m and $\mu=10^{-8}$ m²/Vs. Then

$$J_{\rm MG}=\frac98\cdot\frac{2.656\times10^{-11}\cdot10^{-8}\cdot 25}{(2\times10^{-7})^3}\ \mathrm{A/m^2}=934\ \mathrm{A/m^2},$$

or 93.4 mA/cm². The mean field is $V/L=0.25$ MV/cm, and the peak field at the collector is 0.375 MV/cm. The stored charge is 0.0996 µC/cm² and the transit time 1.07 µs; their quotient returns the current density. The mean hole density is $\bar p=Q/(qL)=3.1\times10^{16}$ cm⁻³. Equation (8) puts the equality of drift and diffusion at $x_d=200\,(0.02585/15)^{2/3}\approx2.9$ nm. This is only a rough estimate, because it uses the drift profile where that profile fails; between dense contacts the equality lies several times deeper in the layer.

The law was tested on this diode by a simulation in time that does not use the steady solution. Charge sheets of $\varepsilon V/(200L)$ each move at speed $\mu E$. The contact field follows from (4), and a new sheet enters whenever that field exceeds the step across one sheet. After the switch-on transient, the arrivals at the collector give 93.3 mA/cm², and the first quarter of the layer holds a share 0.498 of the charge. A second diode, with 12 V, 700 nm, relative permittivity 5 and $3\times10^{-3}$ cm²/Vs, simulated with sheets twice as large in scaled units, gives 0.9985 times the formula; the difference is one counted sheet in 675, the resolution of the count.

The assumptions are now relaxed one at a time, with $V$, $L$ and all other parameters held fixed.

### Diffusion

The Mott–Gurney law has been proved for the drift model and checked by simulation on a worked diode. It remains to find how far diffusion, fixed charge and traps, a field-dependent mobility and other neglected effects change the current, and what this means for a mobility taken from a measured curve.
